# Normalizing minimum-image pair histograms beyond half the cell edge

## A case that can be seen at once

Put one atom at the centre of a cube of edge \(L\) and drop a second atom anywhere in the cube with uniform probability. How likely is a separation close to \(r=0.6L\)?

The sphere of this radius has area \(4\pi(0.6L)^2=1.44\pi L^2\), but it sticks out through all six faces. A plane at distance \(L/2\) from the centre cuts off a cap of height \(0.6L-0.5L=0.1L\). A cap of height \(t\) on a sphere of radius \(r\) has area \(2\pi rt\), here \(0.12\pi L^2\). The six caps take away \(0.72\pi L^2\), half of the sphere. The second atom can never lie on that half, so a histogram divided by the full area \(4\pi r^2\) would show half the true density.

The same happens in a simulated glass when each pair is entered once, at its minimum-image distance. The reference area is then

\[
A(r)=\begin{cases}4\pi r^2, & r\le L/2,\\[2pt] 2\pi r(3L-4r), & L/2\le r\le L/\sqrt2 .\end{cases}\tag{1}
\]

At \(r=0.6L\) the second line gives \(2\pi(0.6)(0.6)L^2=0.72\pi L^2\), as found above.

The counting convention matters. If every periodic image is counted, the images of a uniformly placed atom fill all space with mean density \(1/L^3\), and the correct area is \(4\pi r^2\) at every \(r\). Equation (1) belongs to minimum-image counting.

## What the histogram measures

Let the periodic cell have volume \(V=L^3\) and contain \(N\) atoms. For each of the \(N(N-1)/2\) pairs, every component of the displacement \(\mathbf d\) is shifted by a multiple of \(L\) into the interval from \(-L/2\) to \(L/2\).

Suppose that the atoms are independent and uniformly distributed. Hold one atom of a pair fixed. Subtracting its position from that of the other is a translation of the periodic cell, which leaves a uniform distribution uniform. Hence \(\mathbf d\) is uniform in the cube, with density \(1/V\). If \(\Delta\Omega\) is the part of a shell's volume that lies inside the cube, the expected count is

\[
C_0=\frac{N(N-1)}{2}\,\frac{\Delta\Omega}{V},\qquad g=\frac{C}{C_0},\tag{2}
\]

where \(C\) is the count in the actual structure. Expectations add even when the pairs share atoms, so no independence between pairs is needed. For a thin shell, \(\Delta\Omega\simeq A(r)\,\Delta r\).

In a correlated structure, (2) returns the pair density averaged over those directions in which the shell lies inside the cube. If the correlations do not depend on direction, it approximates the usual radial function \(g(r)\) of the bulk; the fixed number of atoms and the periodic images leave small differences, discussed below.

## First derivation: removing caps

Take the \(x\) axis through the centre of a face and write \(x=r\cos\theta\) on the sphere. A ring has area \(2\pi r^2\sin\theta\,d\theta=2\pi r\,|dx|\). The part beyond the face therefore has area

\[
\int_{L/2}^{r}2\pi r\,dx=2\pi r\left(r-\frac L2\right).\tag{3}
\]

Caps on opposite faces cannot meet. A point common to two adjacent caps has, for example, \(x>L/2\) and \(y>L/2\), so that

\[
r^2\ge x^2+y^2>\frac{L^2}{2}.
\]

For \(r\le L/\sqrt2\) there is no such point, and the six areas may simply be subtracted:

\[
\begin{aligned}
A&=4\pi r^2-6\cdot2\pi r\left(r-\frac L2\right)\\
&=4\pi r^2-12\pi r^2+6\pi rL\\
&=2\pi r(3L-4r).
\end{aligned}\tag{4}
\]

At \(r=L/2\) both lines of (1) give \(\pi L^2\). The slope is not continuous: it is \(8\pi r=4\pi L\) below and \(6\pi L-16\pi r=-2\pi L\) above. The available area begins to fall as soon as the sphere passes the faces.

Above \(L/\sqrt2\) the caps overlap, and (4) subtracts the overlap twice. It is then too small. It reaches zero at \(3L/4\), although the corners of the cube lie at \(\sqrt3L/2\simeq0.866L\). Counting directions on a fine grid at \(r=0.74L\) shows 0.060 of the sphere inside the cube, while the formula gives 0.027.

## Second derivation: adding squared components

The result also follows without drawing a sphere. Set \(a=L/2\). Because \(\mathbf d\) is uniform in the cube, its components \(x,y,z\) are independent, each with density \(1/L\) between \(-a\) and \(a\). We seek the probability density of \(r^2=x^2+y^2+z^2\).

**One component.** Let \(u=x^2\). Both signs of \(x\) contribute, and \(|dx/du|=1/(2\sqrt u)\), so

\[
f_1(u)=\frac2L\,\frac1{2\sqrt u}=\frac1{L\sqrt u},\qquad 0<u<a^2 .
\]

**Two components.** The density of \(s=x^2+y^2\) is the convolution

\[
f_2(s)=\frac1{L^2}\int\frac{du}{\sqrt{u(s-u)}},
\]

over values for which both \(u\) and \(s-u\) lie between 0 and \(a^2\). Put \(u=s\sin^2\varphi\). Then \(du=2s\sin\varphi\cos\varphi\,d\varphi\), the square root is \(s\sin\varphi\cos\varphi\), and the integrand becomes \(2\,d\varphi\).

For \(s<a^2\), \(\varphi\) runs from 0 to \(\pi/2\), and \(f_2=\pi/L^2\). For \(a^2<s<2a^2\), the condition \(u<a^2\) requires \(\sin\varphi<a/\sqrt s\), and \(s-u<a^2\) requires \(\cos\varphi<a/\sqrt s\). With \(\alpha(s)=\arccos(a/\sqrt s)\), the range is \(\alpha<\varphi<\pi/2-\alpha\). Thus

\[
f_2(s)=\frac{2}{L^2}\left(\frac\pi2-2\alpha\right)=\frac{\pi-4\alpha(s)}{L^2},\qquad a^2<s<2a^2 .\tag{5}
\]

**Three components.** The density of \(w=r^2\) is

\[
q(w)=\frac1L\int_{-a}^{a}f_2(r^2-z^2)\,dz .
\]

Let \(a\le r\le\sqrt2\,a\), and define \(c^2=r^2-a^2\). The argument \(r^2-z^2\) exceeds \(a^2\) when \(|z|<c\). The upper limit on \(r\) ensures both that \(c\le a\), so this interval fits into the integration range, and that the argument never exceeds \(2a^2\). Therefore

\[
q=\frac1{L^3}\left[2\pi a-4J\right],\qquad
J=\int_{-c}^{c}\arccos\frac{a}{\sqrt{r^2-z^2}}\,dz .\tag{6}
\]

Integrate \(J\) by parts. The boundary term vanishes because the arccosine is \(\arccos1=0\) at \(z=\pm c\). For the derivative, let \(v=a(r^2-z^2)^{-1/2}\). Then

\[
v'=\frac{az}{(r^2-z^2)^{3/2}},\qquad
\sqrt{1-v^2}=\sqrt{\frac{c^2-z^2}{r^2-z^2}},
\]

and \((\arccos v)'=-v'/\sqrt{1-v^2}\). The two minus signs cancel:

\[
\begin{aligned}
J&=a\int_{-c}^{c}\frac{z^2\,dz}{(r^2-z^2)\sqrt{c^2-z^2}}\\
&=a\int_{-c}^{c}\left[\frac{r^2}{r^2-z^2}-1\right]\frac{dz}{\sqrt{c^2-z^2}} .
\end{aligned}
\]

With \(z=c\sin\theta\), the factor \(dz/\sqrt{c^2-z^2}\) becomes \(d\theta\), and the second term in the bracket contributes \(-\pi\). In the first, set \(t=\tan\theta\), so that \(d\theta=dt/(1+t^2)\) and \(\sin^2\theta=t^2/(1+t^2)\):

\[
\int_{-\pi/2}^{\pi/2}\frac{r^2\,d\theta}{r^2-c^2\sin^2\theta}
=\int_{-\infty}^{\infty}\frac{r^2\,dt}{r^2+(r^2-c^2)t^2}
=\frac{\pi r}{\sqrt{r^2-c^2}}=\frac{\pi r}{a}.
\]

Hence \(J=a(\pi r/a-\pi)=\pi(r-a)\), and

\[
q=\frac{2\pi a-4\pi(r-a)}{L^3}=\frac{2\pi(3a-2r)}{L^3}.
\]

Finally, \(dw=2r\,dr\) converts this to a density in \(r\):

\[
p(r)=2rq=\frac{4\pi r(3a-2r)}{L^3}=\frac{2\pi r(3L-4r)}{V}.\tag{7}
\]

For a displacement uniform in the cube, \(p(r)=A(r)/V\), so (7) is the second line of (1).

## What the two derivations assume

Both rest on a uniform reference displacement in a cubic cell and on one minimum-image distance per pair. Neither assumes that the material itself is uncorrelated: the uncorrelated system supplies only the denominator of (2).

The first derivation uses uniformity as equality of area on a sphere, so that counting becomes geometry. The second uses it as independence of the three components. The common limit \(L/\sqrt2\) enters differently: in the first, it is where caps begin to overlap; in the second, it is where the integration limits in (6) cease to hold. Beyond it the convolution remains valid, but its limits must be changed, whereas the cap argument needs the overlap areas added back.

The cap argument adapts more quickly to a rectangular cell with edges \(L_x,L_y,L_z\). If \(r\) exceeds all half-edges but no half face diagonal, two caps are removed for each edge:

\[
\begin{aligned}
A&=4\pi r^2-\sum_i4\pi r\left(r-\frac{L_i}{2}\right)\\
&=2\pi r(L_x+L_y+L_z-4r).
\end{aligned}\tag{8}
\]

## Finite bins and the gain in range

For bins of finite width, the volume inside both the sphere and the cube is more convenient. Starting from the inscribed sphere, of volume \(\pi L^3/6\),

\[
\begin{aligned}
\Omega(r)&=\frac{\pi L^3}{6}+\int_{L/2}^{r}2\pi s(3L-4s)\,ds\\
&=\frac{\pi L^3}{6}+3\pi Lr^2-\frac{8\pi r^3}{3}-\left(\frac{3\pi}{4}-\frac{\pi}{3}\right)L^3\\
&=3\pi Lr^2-\frac{8\pi r^3}{3}-\frac{\pi L^3}{4}.
\end{aligned}\tag{9}
\]

The shell volume in (2) is the difference of \(\Omega\) between the bin edges, with (9) for edges from \(L/2\) to \(L/\sqrt2\) and \(\Omega=4\pi r^3/3\) for edges below \(L/2\). The inscribed sphere holds 52.4% of the cell volume, and the sphere of radius \(L/\sqrt2\) covers 96.5%. For uncorrelated atoms these are also the expected fractions of pairs, so the corrected area makes most of the remaining pairs usable.

If \(4\pi r^2\) is kept above \(L/2\), the result is multiplied by

\[
\frac{A}{4\pi r^2}=\frac{3L-4r}{2r}=\frac{3L}{2r}-2.\tag{10}
\]

Its slope just above \(L/2\) is \(-3L/(2r^2)=-6/L\). A flat tail then appears to decay, although the structure has not changed.

Counting all images restores the missing caps, but not with independent information. A vector with \(x>L/2\) has a periodic copy with component \(x-L\), which is shorter. The added entries repeat pairs whose minimum-image distances are smaller. The redundancy is therefore between bins. Within one bin the added entries come from other pairs, so its count rises and its relative scatter falls: for the 200-atom cell below, the bin at 0.89 nm goes from 519 to about 1,440 expected entries and from about 4.3% to 2.6% scatter.

The reduced area also has no place in a coordination number. Once \(g(r)\) is known, the mean number of neighbours within \(R\) in the bulk material of density \(\rho\) is \(\rho\int_0^R4\pi r^2g(r)\,dr\), since a bulk atom is surrounded by complete spheres. If \(g\) is taken directly from (2) and \(R\le L/2\), use \(\rho=(N-1)/V\): each atom has \(N-1\) partners in the cell, and the integral then returns the mean number of neighbours counted there.

## A cell of 200 atoms

Take \(L=1.40\) nm and \(N=200\), which gives 19,900 pairs and 72.9 atoms per nm³. The corrected range extends from 0.70 to 0.99 nm. As disordered structures we use 250 random sequential packings: atoms are inserted at random, and an insertion closer than 0.18 nm to an earlier atom is rejected.

At \(r=0.89\) nm, the factor (10) is

\[
\frac{3(1.40)-4(0.89)}{2(0.89)}=\frac{0.64}{1.78}=0.360 .
\]

The packings give \(g=1.003\) with the reduced area and 0.361 with the full sphere. At 0.97 nm the two values are 1.007 and 0.166. The apparent loss of density comes from the normalization.

The correct tail lies slightly above one. Its mean from 0.70 to 0.98 nm is \(1.0048\pm0.0002\) (standard error). This follows from the fixed number of pairs. Let \(F\) be the fraction of pairs within \(r_c=0.50\) nm, and assume that \(g\) has a constant value \(g_t\) beyond. The remaining pairs occupy the remaining volume, so

\[
g_t=\frac{1-F}{1-\Omega(r_c)/V}.\tag{11}
\]

The measured \(F\) gives \(g_t=1.0044\), in agreement with the tail. To see the scale, let \(D\) be the number of neighbours per atom missing within \(r_c\), compared with uncorrelated atoms. Then \(F=\Omega(r_c)/V-D/(N-1)\), and (11) becomes

\[
g_t-1=\frac{D}{(N-1)[1-\Omega(r_c)/V]} .
\]

Here \(\Omega(r_c)/V=0.191\), so \(D\simeq0.0044\times199\times0.809\simeq0.7\). A deficit of order one neighbour raises the tail by order \(1/N=0.005\).

A single structure is much noisier. The bin of width 0.02 nm at 0.89 nm has 519 expected pairs. Independent pairs would give a relative scatter of about \(1/\sqrt{519}=4.4\%\), or 4.3% with the binomial factor \(\sqrt{1-519/19900}\) for a fixed number of pairs; the packings show 3.9%. A scatter estimated from 250 packings is itself uncertain by about 0.2 percentage points, so the difference is consistent with sampling fluctuation and should not be read as a property of the packings.

## Amorphous oxides and the remaining errors

The cell holds as many atoms as 40 formula units of SrTiO₃, and its density is in the rough range expected for an amorphous film of that oxide. The packings are not a model of its bonding. One exclusion distance for all species is unrealistic, since nearest oxygen atoms are about 0.28 nm apart in the crystal, against about 0.195 nm for Ti and O. For unlike species \(a\) and \(b\), the pair number in (2) is replaced by \(N_aN_b\). With 40 Ti and 120 O atoms this is 4,800, which leaves about \(519\times4800/19900=125\) expected pairs in the same bin and a scatter near 9% for independent pairs.

A real glass can also have correlations that extend further than those of the packings, and in a periodic cell they are repeated by the images. Their effect can be estimated by adding copies of an isotropic correlation \(h=g-1\), displaced by lattice vectors. This superposition is an approximation. For

\[
h(r)=1.5\,\frac{b}{r}\,e^{-(r-b)/\xi}\cos\frac{2\pi r}{b},\qquad b=\xi=0.25\ \text{nm},
\]

the root-mean-square bias in \(g\) between 0.70 and 0.98 nm is 0.007 for minimum-image counting and 0.008 for all images. The minimum-image bias oscillates and reaches about 0.012 near 0.96 nm. At 0.89 nm, close to a change of sign, it is \(-0.001\), against a model correlation of \(-0.030\) and a full-sphere normalization error of 0.64 for a flat tail. At this distance the geometrical error is by far the larger of the two errors. Just above \(L/2\), where it starts from zero, this ordering need not hold. A slower decay of \(h\) can increase the image bias.

Cell shape matters as well. Stretch one edge by 2%, to 1.428 nm, and keep the others fixed. At 0.89 nm the bracket in (8) is \(4.228-3.560=0.668\) nm; with the old cubic edge it would be 0.640 nm. The area is then 4.2% too small relative to the correct one, because a small change in the edges is compared with a small remainder. If the old edge is also kept in the volume \(V\) of (2), the ratio \(A/V\) is \(1-0.958\times1.02=2.3\%\) too small. Using the cube root of the new volume as an effective edge reduces the error at 0.89 nm to 0.03% in magnitude. Between the unequal half-edges, 0.700 and 0.714 nm, only four faces cut the sphere, and there this replacement errs by up to 1.3%. These figures hold for the small stretch considered here; for a rectangular cell within its stated range, (8) needs no such replacement. The remaining figures are in the numerical output.

## Calculated quantities

```
cell edge L = 1.40 nm; atoms N = 200; pairs = 19900
number density = 72.9 per nm^3
exclusion distance = 0.18 nm; bin width = 0.020 nm
L/2 = 0.7000 nm; L/sqrt(2) = 0.9899 nm
r/L, sphere fraction in cell: counted, formula
  0.5000  1.0000  1.0000
  0.5500  0.7275  0.7273
  0.6000  0.5000  0.5000
  0.6500  0.3078  0.3077
  0.7000  0.1426  0.1429
  0.7071  0.1215  0.1213
past validity, r/L=0.74: counted 0.0604, formula 0.0270
cell fraction within L/2 = 0.5236
cell fraction within L/sqrt(2) = 0.9651
uncorrelated points, mean g over 0.70-0.98 nm:
  minimum image, reduced area: 0.9994
  minimum image, full sphere:  0.4768
  all images, full sphere:     1.0001
disordered packings: 250 cells
r (nm), g with reduced area, g with full sphere, (3L-4r)/(2r)
  0.61  1.0007  1.0007  1.0000
  0.71  1.0072  0.9645  0.9577
  0.81  1.0031  0.5943  0.5926
  0.89  1.0034  0.3607  0.3596
  0.97  1.0067  0.1660  0.1649
tail mean g = 1.00475 +- 0.00023 (standard error)
tail g from hole inside 0.50 nm = 1.00443
1/N = 0.00500
one snapshot at r=0.89 nm: expected pairs in bin 519
  relative noise: measured 3.94 %, independent pairs 4.39 %
model h: period 0.25 nm, decay 0.25 nm, first peak 1.5
  true model h at r=0.89 nm: -0.0303
  periodic-copy bias there: minimum image -0.0010, all images -0.0028
  rms bias, 0.70-0.98 nm: minimum image 0.0068, all images 0.0084
  full-sphere normalization error at r=0.89 nm: 0.6404
one edge stretched by 2.0 %, r=0.89 nm:
  area error with old L: -4.192 %
  area error with cube root of volume: -0.028 %
```
